Conformal film growth over a hemispherical bump

**The situation**

A flat substrate carries one hemispherical bump of radius R = 5 nm. Atomic layer deposition covers it with a film of thickness t = 20 nm, at 0.1 nm per cycle.

The bare plane is z = 0, the bump is centred at the origin, and ρ is the horizontal distance from its axis. The distance from the origin is r = √(ρ² + z²). The solid consists of the half-space z ≤ 0 and the half-ball r ≤ R, z ≥ 0.

"Ideally conformal" means that the film fills all outside points whose shortest distance to the solid is at most t. The thickness is therefore measured along the surface normal, not vertically. Growth starts everywhere at once and is treated as continuous. Parts (a) to (e) use this ideal model, and parts (f) and (g) relax it. The protrusion is the height of the apex above the flat film far away. The base radius is the value of ρ at which the raised surface meets the flat film.

**(a) Find the shortest distance d from an outside point (ρ, z), with z > 0 and r > R, to the solid.**

The distance to a union of two bodies is the smaller of the two separate distances.

For the half-space, the nearest point lies vertically below, at distance z.

For the half-ball, let Q be any of its points and P the outside point. The triangle inequality gives

|P − Q| ≥ |P| − |Q| ≥ r − R,

because |Q| ≤ R. Equality is reached at the point where the line from the origin to P crosses the sphere. That point has z > 0, so it belongs to the half-ball. Hence

d = min(z, r − R).

For a point above the bump, the vertical line down to z = 0 passes through the half-ball. The half-ball is then nearer, and the minimum selects it.

The straight segment from P to its nearest solid point meets no other part of the solid, since such a part would be nearer still. The film can therefore grow along this segment without obstruction.

**(b) Find the height h(ρ) of the film surface and the protrusion.**

A point is inside the film or the solid when d ≤ t. Since d is a minimum, this holds when at least one of two conditions holds:

z ≤ t  or  r ≤ R + t.

The first describes a flat layer, the second a ball of radius S = R + t. On a vertical line at distance ρ from the axis, the layer reaches up to z = t. The ball reaches up to z = √(S² − ρ²), provided ρ ≤ S. The film surface is the higher of the two:

h(ρ) = max[ t, √(S² − ρ²) ] for ρ ≤ S,
h(ρ) = t for ρ > S.

At the apex h(0) = S = R + t, and far away h = t. The protrusion is

h(0) − t = (R + t) − t = R.

The apex lies at 5 + 20 = 25 nm and the flat film at 20 nm, so **the protrusion is 5 nm**. The thickness cancels because the surface is horizontal at both places. The normal is vertical there, and both places rise by t.

**(c) Find the base radius a and the angle θ between the raised surface and the flat film at the edge. Discuss thin and thick films.**

At the edge the sphere r = S passes through the height z = t:

a² + t² = (R + t)² = R² + 2Rt + t².

Subtracting t² leaves

a = √(R² + 2Rt).

With the given values, a² = 25 + 2·5·20 = 225 nm², so **the base radius is 15 nm**. The radius of the enlarged sphere, R + t = 25 nm, is a different length. It is reached at z = 0, which is buried under the flat film.

For the angle, differentiate h = √(S² − ρ²):

dh/dρ = −ρ/√(S² − ρ²).

At ρ = a the root equals t, so the slope has magnitude

tan θ = a/t = 15/20 = 0.75,

which gives θ = 36.87°. The triangle with sides a, t and S also gives cos θ = t/(R + t) = 0.8.

The bare hemisphere meets the plane at 90°. The angle falls to 60° at t = 5 nm and to about 48° at t = 10 nm. The base radii at these two thicknesses are 8.66 nm and 11.18 nm.

The speed of the edge follows from differentiating a² = R² + 2Rt with respect to t:

2a da/dt = 2R, so da/dt = R/a.

At the start a = R, and the edge moves outward by 1 nm per nanometre of film. At the end the rate is 5/15, or one third.

For a thin film, t ≪ R, the square root expands to a ≈ R + t: the steep side wall simply moves outward. For a thick film, t ≫ R, the term R² is negligible and

a ≈ √(2Rt),  θ ≈ a/t ≈ √(2R/t).

The bump then spreads as the square root of the thickness and its edge becomes ever gentler, while its height remains R.

**(d) Find the volume of the raised part above the level of the flat film. Does the film reduce the roughness?**

The raised part is a spherical cap between z = t and z = S. A horizontal slice at height z is a disc of area π(S² − z²), so

V = ∫ from t to S of π(S² − z²) dz = π[ S²(S − t) − (S³ − t³)/3 ].

Use S³ − t³ = (S − t)(S² + St + t²) and S − t = R:

V = (πR/3)[ 3S² − S² − St − t² ]
 = (πR/3)(2S² − St − t²)
 = (πR/3)(S − t)(2S + t)
 = (πR²/3)(2R + 3t).

The last line uses 2S + t = 2R + 3t. At t = 0 this is the hemisphere volume 2πR³/3, as it must be. The ratio of final to initial volume is

V(t)/V(0) = (2R + 3t)/(2R) = 1 + 3t/(2R) = 7.

The volume rises from 261.8 nm³ to 1832.6 nm³ at unchanged height.

Whether this counts as smoothing depends on the measure of roughness. The steepest slope, found at the edge, falls from vertical to 0.75. The excess height u = h − t behaves differently. At a fixed ρ inside the cap,

∂u/∂t = S/√(S² − ρ²) − 1 ≥ 0,

so u never decreases there. Outside the cap it is zero until the edge arrives. Now let n isolated bumps stand on each unit of area. The variance of the height is

w² = n∫u² dA − (n∫u dA)²,

where the integrals run over one bump. For sparse bumps the first term dominates, and it grows with t. The root-mean-square roughness w of sparse bumps therefore increases during conformal growth, although the slopes become gentler. This holds only while the caps cover a small part of the area. In a square array w passes a maximum when they cover about two thirds of it, before they touch: for a spacing of 40 nm the maximum lies near t = 31 nm, and the caps meet at t = 37.5 nm. Part (f) looks at the surface between overlapping bumps.

**(e) Show that 200 thin cycles give the same surface as one thick film. Which parts of the substrate determine the final surface?**

Suppose a film of thickness t₁ is followed by a conformal film of thickness t₂. A point of the second film lies within t₂ of a point that lies within t₁ of the solid. By the triangle inequality its distance to the solid is at most t₁ + t₂. Conversely, take a point P at distance t₁ + t₂ or less, and follow the straight segment to its nearest solid point. Somewhere on the segment, at most t₂ away from P, there is a point no farther than t₁ from the solid. The two constructions therefore fill the same region. Repeating the argument covers any number of cycles.

The same growth law has a local form. A surface that advances by dt along its normal rises vertically by √(1 + (∂h/∂ρ)²) dt. For the cap,

1 + (∂h/∂ρ)² = 1 + ρ²/h² = S²/h²,  ∂h/∂t = S/h,

so the cap satisfies the law. Sloping parts rise faster than flat ones, and this widens the bump. If every point rose vertically by the same amount, the base radius would remain 5 nm.

A profile grown numerically in steps of 0.1 nm has a protrusion of 5.000 nm after 50, 100 and 200 cycles. Its base radii are 8.658, 11.178 and 14.998 nm, against 8.660, 11.180 and 15.000 nm from the formula. The deficits are about one grid step, 0.0025 nm. Their sign is expected: the calculation takes the highest point over a finite grid, which can only place the surface too low, and it reads the edge at the last raised grid point, which lies inside the true edge.

To find which substrate points matter, follow the normals backwards. A point on the cap has its nearest solid point on the same radial line, hence at the same polar angle from the axis. The cap extends from polar angle 0 to the angle whose cosine is t/S, which is θ. A point on the flat film beyond ρ = a has its nearest solid point vertically below. Two regions thus leave no trace in the final surface:

- the lower flank of the bump, at polar angles between θ and 90°;
- the ring of the plane with R < ρ < a.

Growth from these two regions meets in the corner at the foot and is buried. For a point of the ring, burial occurs when its vertical growth z equals r − R. Squaring √(ρ² + z²) = R + z gives ρ² = R² + 2Rz, so z = (ρ² − R²)/(2R). This thickness increases from 0 at ρ = R to t at ρ = a.

A numerical test represents the substrate by a dense cloud of points and finds the film height at seven values of ρ between 0 and 22 nm. Removing the two regions, apart from a narrow margin at their borders, changes no height by as much as 0.0001 nm. If the bump is cut back further, to polar angles below 0.6 θ, the height at ρ = 14.5 nm falls from 20.365 to 20.141 nm in the point cloud. The last retained row of points lies slightly inside 0.6 θ; a cut exactly at 0.6 θ gives 20.150 nm. The part of the bump between 0.6 θ and θ therefore cannot be left out.

**(f) Growth on the bump starts late, after the plane has received δ = 1 nm. Find the new protrusion and base radius. Then, without a delay, treat two bumps whose centres are L = 20 nm apart.**

*Delay.* Film that starts on the bump has thickness t − δ at the end, so it fills the ball r ≤ R + t − δ. Film that starts on the plane may creep over the bare flank in the meantime. A path from z = 0 to height z has a length of at least z, however, so this film cannot rise above z = t. The surface above the level t is therefore the reduced sphere, and

protrusion = (R + t − δ) − t = R − δ = 4 nm,
base radius = √((R + t − δ)² − t²) = √(24² − 20²) = √176 ≈ 13.3 nm.

The base-radius formula requires a result of at least R, which means δ ≤ R + t − √(R² + t²) ≈ 4.4 nm. Film from the plane has to go round the bump and stays below z = t for ρ < R. For a longer delay the remaining cap is therefore surrounded by a shallow ring-shaped dip, and for δ > R the apex lies below the flat film: at δ = 6 nm the bump has turned into a pit about 0.65 nm deep. A delay of only 5% of the film thickness removes 20% of the protrusion. The protrusion is a difference of two large heights, and a local thickness error enters it in full.

*Neighbour.* Two caps overlap when L < 2a = 30 nm, so these two do. On the line between the apexes the surface is the higher of two equal caps. Its lowest point is midway, at distance L/2 from each axis:

h = √(S² − L²/4) = √(625 − 100) ≈ 22.9 nm.

The apex stands 2.1 nm above this saddle. It still stands 5 nm above the flat film to the side of the pair. In a dense array, where every point of the plane lies within a of some bump centre, no flat film remains to serve as a reference. For a thick film the height of the apex above the saddle is

S − √(S² − L²/4) = (L²/4)/(S + √(S² − L²/4)) ≈ L²/(8S).

It decreases roughly as 1/t. Conformal growth therefore does level the surface between overlapping bumps, while an isolated bump keeps its height.

**(g) Estimate the effects of random deposition and of incomplete gas supply at the foot. Compare the model with a real process.**

*Random deposition.* Divide the film into independent columns 0.3 nm wide. In each cycle a column gains a layer of thickness b = 0.3 nm with probability p = 0.1/0.3 = 1/3, which gives the correct mean growth. One cycle contributes the variance b²p(1 − p), and independent cycles add their variances. After N = 200 cycles the spread of one column is

σ = b√(Np(1 − p)) = 0.3·√(200·(1/3)·(2/3)) ≈ 2.0 nm.

A patch 5 nm wide contains about (5/0.3)² ≈ 278 columns, so its mean height has the spread 2.0/√278 ≈ 0.12 nm. On the scale of the bump, the noise in this model is about 2% of the protrusion. The model leaves out every lateral correlation. Growth in islands would make neighbouring columns vary together, and the average over a patch would then suppress the noise less. Relaxation acts the other way: if each new unit settles on the lowest neighbouring column, the spread of one column drops to about 0.2 nm. The 2.0 nm is thus a property of the uncorrelated model, not a predicted film roughness.

*Gas supply.* Let the molecules travel in straight lines near the bump and arrive equally from all directions of the open half-space. The flux onto a horizontal surface element is proportional to the visible part of the unit hemisphere, projected onto the horizontal plane. An open surface sees the full unit disc, of area π. At the foot, the cap hides all directions below its tangent plane, which rises at the angle θ. The outer half-disc, of area π/2, remains visible. On the inner side the boundary is a great semicircle tilted by θ. Its projection is a half-ellipse with semi-axes 1 and cos θ, of area (π/2) cos θ. The fraction of the open flux is

f = (π/2 + (π/2) cos θ)/π = (1 + cos θ)/2.

It rises from 0.50 on the bare substrate to 0.90 at the end: as the edge flattens, the shadow recedes.

For simple Langmuir uptake, molecules stick only on free sites. The coverage after a dose x is then 1 − exp(−fx), where x = 1 fills the fraction 1 − 1/e of an open surface. A dose x = 5 gives 0.993 on the open surface. At the foot it gives 0.918 at the start and 0.989 at the end. Summing the difference from the open surface over the whole growth, as if one point stayed at the foot throughout, gives about 0.3 nm. In fact no point stays there, because the foot moves outward and buries what it passes. Every point that survives in the final surface has seen, at each stage, at least as much of the sky as the foot did at that stage. Flat film close to the foot still sees less of the sky than film far away, so a shallow groove remains there, and the sum overstates its depth: the same sum for the fixed point ρ = 15 nm gives only about 0.02 nm, far less than one atomic layer. The lowest surviving part of the cap sees the fraction 0.90 throughout and falls short by 20·(exp(−4.5) − exp(−5)) ≈ 0.09 nm along its normal. Molecules that bounce off the cap and reach the foot afterwards make the groove shallower still. The apex and the distant plane both see the whole sky, so in this model the protrusion does not change.

*Comparison with a real process.* The growth of 0.1 nm per cycle is a rough typical value for thermal deposition of alumina, and 20 nm is an ordinary film thickness. A bump of 5 nm is large for a polished wafer and represents a small particle or a grain rather than the usual background roughness. The delay, the spacing and the dose are chosen values. For an isolated bump, the chosen delay of ten cycles changes the protrusion by 1 nm. This is more than the random spread averaged over a patch 5 nm wide, though less than the 2.0 nm spread of a single column in the uncorrelated model. This ranking depends on the chosen value, since the change equals the delay. A late start can matter when the bump and the plane consist of different materials, because their surfaces may offer different numbers of reactive sites. Films that crystallise can form facets, and their growth rate then depends on direction. The spherical cap no longer applies in that case, and this effect has not been estimated here. The model also takes the growth per cycle to be the same on the curved bump as on the plane. On a radius of 5 nm this need not hold: a rate larger by the assumed factor (1 + d/r)², with r the current radius of the cap and d a molecular length of 0.1 to 0.3 nm, would raise the protrusion by 0.3 to 1 nm.

The numerical output below lists the main values used in these answers.

Numbers as computed

```
bump radius R = 5.0 nm, film thickness t = 20.0 nm
growth per cycle = 0.1 nm, cycles = 200
apex height above bare plane = 25.00 nm
protrusion, formula = 5.000 nm
protrusion, distance to point cloud = 5.000 nm
base radius, formula = 15.000 nm
base radius, distance to point cloud = 15.000 nm
after 50 cycles: protrusion 5.000 nm, base radius 8.658 nm
after 100 cycles: protrusion 5.000 nm, base radius 11.178 nm
after 200 cycles: protrusion 5.000 nm, base radius 14.998 nm
formula at t = 0 nm: base radius 5.000 nm, edge angle 90.00 deg
formula at t = 5 nm: base radius 8.660 nm, edge angle 60.00 deg
formula at t = 10 nm: base radius 11.180 nm, edge angle 48.19 deg
formula at t = 20 nm: base radius 15.000 nm, edge angle 36.87 deg
edge slope, formula = 0.750, grown profile = 0.747
bump volume before = 261.8 nm^3
cap volume after, formula = 1832.6 nm^3
cap volume after, grown profile = 1831.7 nm^3
volume ratio after/before = 7.00
largest height change, foot region removed = 0.0000 nm
height at rho = 14.5 nm: full bump 20.365 nm, too much removed 20.141 nm
delay on bump = 1.0 nm (10 cycles)
with delay: protrusion = 4.00 nm, base radius = 13.27 nm
caps overlap below centre spacing = 30.0 nm
spacing 20 nm: saddle height = 22.91 nm, apex above saddle = 2.09 nm
layer thickness = 0.3 nm, fill per cycle = 0.333
random spread of one column = 2.00 nm
patch width = 5.0 nm, columns in patch = 278
random spread of patch mean = 0.12 nm
gas flux fraction at foot: start 0.50, end 0.90
exposure = 5.0 saturation doses
coverage per dose: open 0.9933, foot at start 0.9179, foot at end 0.9889
summed thickness deficit at foot (estimate) = 0.29 nm
```
